# One long run or many short ones: the minimum safe run length: verification in Python

```python
"""
Result under test: a total time T is split into M = T/L independent runs.
For long L the time-averaged potential energy U of harmonic modes, started
at the relaxed structure with Maxwell velocities, has
    bias           = -kT_b * S / (2 L)       (independent of M)
    standard error =  kT_b * sqrt(S / T)     (independent of L)
so |bias| <= eps * standard error needs L >= L_min = sqrt(S T) / (2 eps).
S = sum over modes of tau_j, tau_j = 1/(2 gamma) + gamma/(2 omega_j^2).
gamma: Langevin friction, omega_j: angular frequencies, T_b: bath temperature.
Scaled variables: dq = omega p dt,
    dp = (-omega q - gamma p) dt + sqrt(2 gamma) dW,  U = kT_b * sum(q^2)/2.
Times are in ps; energies are in units of kT_b until they are printed.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import k as k_boltzmann, e as e_charge

bath_temperature = 300.0            # K
gamma = 4.0                         # 1/ps
frequencies = [1.0, 2.0, 3.0]       # THz
modes_each = 32
total_time = 400.0                  # ps
eps = 0.5
dt = 0.02                           # ps
max_lag = 400                       # 8 ps, where exp(-gamma t) ~ 1e-14

n_modes = modes_each * len(frequencies)
kT = k_boltzmann * bath_temperature * 1e21      # zJ
zJ_to_meV = 1e-21 / e_charge * 1e3
omegas = [2 * np.pi * f for f in frequencies]
taus = [1 / (2 * gamma) + gamma / (2 * w**2) for w in omegas]
S = modes_each * sum(taus)


def phi(t, omega):
    """Derived response of q to a unit initial displacement."""
    damped = np.sqrt(omega**2 - gamma**2 / 4)
    return np.exp(-gamma * t / 2) * (
        np.cos(damped * t) + gamma / (2 * damped) * np.sin(damped * t))


def second_moments(omega):
    """Moments from the Langevin equation; equilibrium is not assumed."""
    drift = np.array([[0.0, omega], [-omega, -gamma]])
    step = expm(drift * dt)
    nodes, weights = np.polynomial.legendre.leggauss(8)
    noise = np.zeros((2, 2))
    for x, wt in zip(nodes, weights):
        g = expm(drift * dt * (x + 1) / 2)
        noise += wt * dt / 2 * g @ np.diag([0.0, 2 * gamma]) @ g.T
    n_steps = round(total_time / dt)
    qq, qp = np.empty(n_steps + 1), np.empty(n_steps + 1)
    cov = np.diag([0.0, 1.0])       # relaxed structure, Maxwell velocities
    for i in range(n_steps + 1):
        qq[i], qp[i] = cov[0, 0], cov[0, 1]
        cov = step @ cov @ step.T + noise
    powers = [np.eye(2)]
    for _ in range(max_lag):
        powers.append(step @ powers[-1])
    return step, noise, qq, qp, np.array(powers)


data = [second_moments(w) for w in omegas]


def trapezoid_weights(n):
    w = np.full(n + 1, 1.0 / n)
    w[0] = w[-1] = 0.5 / n
    return w


def run_statistics(length):
    """Bias and variance of one run's time average, from the definitions."""
    n = round(length / dt)
    w = trapezoid_weights(n)
    bias, variance = 0.0, 0.0
    for _, _, qq, qp, powers in data:
        bias += modes_each * 0.5 * (w @ qq[:n + 1] - 1.0)
        for lag in range(min(n, max_lag) + 1):
            m = n + 1 - lag
            c = powers[lag, 0, 0] * qq[:m] + powers[lag, 0, 1] * qp[:m]
            pair = np.sum(w[:m] * w[lag:] * 0.5 * c**2)
            variance += modes_each * pair * (1 if lag == 0 else 2)
    return bias, variance


# Response function, moments, two-time correlation and correlation times
lag_times = dt * np.arange(max_lag + 1)
for omega, tau, (_, _, qq, qp, powers) in zip(omegas, taus, data):
    assert np.allclose(powers[:, 0, 0], phi(lag_times, omega), atol=1e-10)
    times = dt * np.arange(len(qq))
    assert np.allclose(qq, 1 - phi(times, omega)**2, atol=1e-9)
    for lag in (3, 15, 40):
        two_time = powers[lag, 0, 0] * qq + powers[lag, 0, 1] * qp
        derived = (phi(lag * dt, omega)
                   - phi(times, omega) * phi(times + lag * dt, omega))
        assert np.allclose(two_time, derived, atol=1e-9)
    f = powers[:, 0, 0]**2
    integral = dt * (f.sum() - 0.5 * (f[0] + f[-1]))
    assert abs(integral / tau - 1) < 1e-4

# Equal-cost comparison
lengths = [0.2, 1.0, 4.0, 20.0, 80.0, 400.0]
se_formula = np.sqrt(S / total_time)
rows = []
for L in lengths:
    bias, var = run_statistics(L)
    se = np.sqrt(var * L / total_time)
    rows.append((L, round(total_time / L), bias, -S / (2 * L), se,
                 np.hypot(bias, se), (se / se_formula)**2))
for L, M, bias, bias_law, se, rms, var_ratio in rows:
    if L >= 4:
        assert abs(bias / bias_law - 1) < 1e-4
    if L >= 20:
        assert abs(var_ratio - 1) < 0.05    # correction of order tau/L
deficit = {r[0]: r[0] * (1 - r[6]) for r in rows}
assert abs(deficit[20.0] / deficit[80.0] - 1) < 0.02
assert all(a[5] > b[5] for a, b in zip(rows, rows[1:]))
# The long-run laws must fail for runs as short as the correlation time
assert abs(rows[0][2] / rows[0][3] - 1) > 0.1 and rows[0][6] < 0.8

# Minimum safe length and its growth with the square root of the cost
L_min = np.sqrt(S * total_time) / (2 * eps)
ratios = []
for factor in (1, 2):
    bias, var = run_statistics(factor * L_min)
    cost = factor**2 * total_time
    ratios.append(abs(bias) / np.sqrt(var * factor * L_min / cost))
assert all(abs(r / eps - 1) < 0.01 for r in ratios)

# Direct stochastic simulation of many short runs
rng = np.random.default_rng(12345)
L_short, n_experiments = 2.0, 20
runs_each = round(total_time / L_short)
n_runs = n_experiments * runs_each
P = np.repeat(np.array([d[0] for d in data]), modes_each, axis=0)
R = np.repeat(np.array([np.linalg.cholesky(d[1]) for d in data]),
              modes_each, axis=0)
q = np.zeros((n_runs, n_modes))
p = rng.standard_normal((n_runs, n_modes))
w = trapezoid_weights(round(L_short / dt))
averages = np.zeros(n_runs)
for weight in w[1:]:                # U = 0 at the first time point
    a = rng.standard_normal(q.shape)
    b = rng.standard_normal(q.shape)
    q, p = (P[:, 0, 0] * q + P[:, 0, 1] * p + R[:, 0, 0] * a,
            P[:, 1, 0] * q + P[:, 1, 1] * p + R[:, 1, 0] * a
            + R[:, 1, 1] * b)
    averages += weight * 0.5 * np.einsum('ij,ij->i', q, q)
bias_short, var_short = run_statistics(L_short)
sim_bias = averages.mean() - n_modes / 2
sim_var = averages.var(ddof=1)
# Sampling tolerances: five standard errors of the mean and of the variance
assert abs(sim_bias - bias_short) < 5 * np.sqrt(var_short / n_runs)
assert abs(sim_var / var_short - 1) < 5 * np.sqrt(2 / (n_runs - 1))
groups = averages.reshape(n_experiments, runs_each)
scatter_se = groups.std(axis=1, ddof=1) / np.sqrt(runs_each)
hits = int(np.sum(np.abs(groups.mean(axis=1) - n_modes / 2)
                  < 1.96 * scatter_se))
assert hits == 0

print(f"bath temperature = {bath_temperature:.0f} K")
print(f"kT_b = {kT:.4f} zJ")
print(f"friction gamma = {gamma:.1f} 1/ps")
print(f"number of modes = {n_modes}, {modes_each} per frequency")
for f, tau in zip(frequencies, taus):
    print(f"tau at {f:.0f} THz = {tau:.5f} ps")
print(f"mean tau = {S / n_modes:.5f} ps")
print(f"S = sum of tau = {S:.3f} ps")
print(f"total time T = {total_time:.0f} ps")
print(f"equilibrium mean of U = {n_modes / 2 * kT:.2f} zJ")
print(f"standard error, formula = {se_formula * kT:.4f} zJ")
print(f"  the same = {se_formula * kT * zJ_to_meV:.3f} meV")
print("Equal-cost splittings (L in ps, energies in zJ):")
print("bias and SE summed from definitions; law = -kT_b S/(2L)")
print("    L     M     bias      law      SE      rms  var/law")
for L, M, bias, law, se, rms, vr in rows:
    print(f"{L:5.1f} {M:5d} {bias*kT:8.3f} {law*kT:8.3f} "
          f"{se*kT:7.4f} {rms*kT:8.4f} {vr:8.4f}")
print(f"L*(1 - var/law) at L=20 ps: {deficit[20.0]:.4f} ps")
print(f"L*(1 - var/law) at L=80 ps: {deficit[80.0]:.4f} ps")
print(f"chosen eps = {eps:.2f}")
print(f"minimum safe length L_min = {L_min:.2f} ps")
print(f"T/L_min = {total_time / L_min:.3f}")
print(f"largest whole number of runs = {int(total_time // L_min)}")
print(f"|bias|/SE at L_min, from definitions = {ratios[0]:.4f}")
print(f"L_min for 4T = {4 * total_time:.0f} ps: {2 * L_min:.2f} ps")
print(f"|bias|/SE there, from definitions = {ratios[1]:.4f}")
print(f"rms error / SE at the limit = {np.sqrt(1 + eps**2):.4f}")
b80 = rows[4][2] * kT
print(f"bias at L=80 ps = {b80 * zJ_to_meV:.3f} meV")
print(f"|bias|/SE at L=80 ps = {abs(rows[4][2]) / rows[4][4]:.4f}")
print(f"Simulation: {n_experiments} experiments, each "
      f"{runs_each} runs of {L_short:.0f} ps")
print(f"simulated bias = {sim_bias * kT:.3f} zJ")
print(f"bias from definition = {bias_short * kT:.3f} zJ")
print(f"simulated variance / definition = {sim_var / var_short:.4f}")
print(f"mean SE from run scatter = {scatter_se.mean() * kT:.4f} zJ")
print(f"95% intervals containing the true mean = {hits} "
      f"of {n_experiments}")
print("OK")
```

Output:

```
bath temperature = 300 K
kT_b = 4.1419 zJ
friction gamma = 4.0 1/ps
number of modes = 96, 32 per frequency
tau at 1 THz = 0.17566 ps
tau at 2 THz = 0.13767 ps
tau at 3 THz = 0.13063 ps
mean tau = 0.14798 ps
S = sum of tau = 14.207 ps
total time T = 400 ps
equilibrium mean of U = 198.81 zJ
standard error, formula = 0.7806 zJ
  the same = 4.872 meV
Equal-cost splittings (L in ps, energies in zJ):
bias and SE summed from definitions; law = -kT_b S/(2L)
    L     M     bias      law      SE      rms  var/law
  0.2  2000  -93.504 -147.107  0.3041  93.5042   0.1517
  1.0   400  -28.864  -29.421  0.6148  28.8708   0.6203
  4.0   100   -7.355   -7.355  0.7400   7.3925   0.8988
 20.0    20   -1.471   -1.471  0.7726   1.6616   0.9798
 80.0     5   -0.368   -0.368  0.7786   0.8611   0.9949
400.0     1   -0.074   -0.074  0.7802   0.7836   0.9990
L*(1 - var/law) at L=20 ps: 0.4047 ps
L*(1 - var/law) at L=80 ps: 0.4045 ps
chosen eps = 0.50
minimum safe length L_min = 75.38 ps
T/L_min = 5.306
largest whole number of runs = 5
|bias|/SE at L_min, from definitions = 0.5014
L_min for 4T = 1600 ps: 150.77 ps
|bias|/SE there, from definitions = 0.5007
rms error / SE at the limit = 1.1180
bias at L=80 ps = -2.295 meV
|bias|/SE at L=80 ps = 0.4723
Simulation: 20 experiments, each 200 runs of 2 ps
simulated bias = -14.720 zJ
bias from definition = -14.706 zJ
simulated variance / definition = 0.9781
mean SE from run scatter = 0.6891 zJ
95% intervals containing the true mean = 0 of 20
OK
```
